\section*{Gradient Matrix Elements and Antisymmetry of the PAW One-Centre Correction, part 1}

(Sections cited here and not found follow in the second part.)

\section{From Cartesian gradients to radial integrals}

\subsection{The physical situation}

When a solid absorbs light of long wavelength and its electrons move in a local potential, the transition amplitude between two electronic states contains the matrix element of the momentum operator. Under the same condition this operator gives the current carried by a state. In the projector augmented-wave (PAW) method the stored function is a smooth one, $\tilde\psi$, which near each nucleus lacks the nodes and the steep slopes of the all-electron function $\psi$. A gradient is sensitive to both, so the momentum of the smooth function alone is not the momentum of the electron. The missing part is a small matrix for each atom, built from gradients of atom-centred partial waves. Two questions arise for an implementation: how the Cartesian gradients reduce to radial integrals, and whether the resulting matrix keeps the momentum operator Hermitian.

Consider one atom, with its nucleus at the origin and an augmentation sphere of radius $r_c$ that overlaps no other. Let $\phi_i$ be the all-electron partial waves, $\tilde\phi_i$ their smooth partners, and $\tilde p_i$ the projectors, with $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. The PAW transformation is
\begin{equation}
\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\,c_i,\qquad c_i=\langle\tilde p_i|\tilde\psi\rangle .
\label{eq:paw}
\end{equation}
The partners coincide for $r\ge r_c$, so the sum acts inside the sphere. For several atoms the corrections add.

Write $\chi=\sum_i\phi_ic_i$ and $\tilde\chi=\sum_i\tilde\phi_ic_i$ inside the sphere, and let primes mark a second state $\psi'$. Put $\rho=\tilde\psi-\tilde\chi$ for the part of the smooth function that the partial waves do not represent. Insert $\psi=\tilde\psi+(\chi-\tilde\chi)$ into $\langle\psi|\partial_a|\psi'\rangle$, where $\partial_a$ is the derivative along the Cartesian axis $a$. Besides $\langle\tilde\psi|\partial_a|\tilde\psi'\rangle$, the terms free of $\rho$ are
\begin{align}
&\langle\tilde\chi|\partial_a|\chi'-\tilde\chi'\rangle
+\langle\chi-\tilde\chi|\partial_a|\tilde\chi'\rangle
+\langle\chi-\tilde\chi|\partial_a|\chi'-\tilde\chi'\rangle\nonumber\\
&\quad=\langle\chi|\partial_a|\chi'\rangle-\langle\tilde\chi|\partial_a|\tilde\chi'\rangle ,
\end{align}
because the mixed terms cancel in pairs. The terms left out are $\langle\rho|\partial_a|\chi'-\tilde\chi'\rangle+\langle\chi-\tilde\chi|\partial_a|\rho'\rangle$. They vanish when the smooth partial waves represent $\tilde\psi$ and $\tilde\psi'$ completely inside the sphere, and PAW neglects them otherwise. Hence
\begin{equation}
\langle\psi|\partial_a|\psi'\rangle=\langle\tilde\psi|\partial_a|\tilde\psi'\rangle+\sum_{ij}c_i^*D^a_{ij}c_j',
\label{eq:pawgrad}
\end{equation}
\begin{equation}
D^a_{ij}=\langle\phi_i|\partial_a|\phi_j\rangle-\langle\tilde\phi_i|\partial_a|\tilde\phi_j\rangle .
\label{eq:Ddef}
\end{equation}
Both brackets in \eqref{eq:Ddef} are integrals over the sphere. The first bracket in \eqref{eq:pawgrad} covers all space.

\subsection{Conventions}

The partial waves are non-relativistic and have the form
\begin{equation}
\phi_i(\mathbf r)=R_i(r)\,Y_i(\mathbf n),\qquad \mathbf n=\mathbf r/r ,
\end{equation}
with a real radial function $R_i$ and a real, normalized spherical harmonic $Y_i$ of degree $l_i$. The index $i$ stands for the radial channel, the degree and the component. The smooth partner is $\tilde R_iY_i$, with the same harmonic. Near the origin both radial functions are regular and behave as $r^{l_i}$.

The function $R$ is the full radial factor. Many atomic programs store $u=rR$ instead, and the operators for $u$ are given separately below.

The angular coefficients are defined by
\begin{equation}
G^a_{ij}=\oint Y_i\,n_a\,Y_j\,d\Omega .
\label{eq:G}
\end{equation}
For real harmonics they are real and symmetric, $G^a_{ij}=G^a_{ji}$. Atomic units are used, so gradients are in inverse bohr.

\subsection{Which angular momenta are coupled}

Multiplication of a harmonic of degree $l$ by $n_a$ gives degrees $l+1$ and $l-1$ and no others. To see this, take $P=r^lY$, a homogeneous polynomial of degree $l$ with $\nabla^2P=0$. Let $r_a$ be the Cartesian component of $\mathbf r$. The product rule gives
\begin{equation}
\nabla^2(r_aP)=2\,\partial_aP .
\end{equation}
The polynomial $Q=\partial_aP$ is also harmonic, since derivatives commute, and it has degree $l-1$. Euler's relation for homogeneous functions reads $\mathbf r\cdot\nabla Q=(l-1)Q$, so
\begin{align}
\nabla^2(r^2Q)&=(\nabla^2r^2)Q+2(\nabla r^2)\cdot\nabla Q+r^2\nabla^2Q\nonumber\\
&=6Q+4\,\mathbf r\cdot\nabla Q=(4l+2)Q .
\end{align}
Dividing by $2l+1$ gives $\nabla^2[r^2Q/(2l+1)]=2Q$, which equals $\nabla^2(r_aP)$. Therefore, in
\begin{equation}
r_aP=\left[r_aP-\frac{r^2\partial_aP}{2l+1}\right]+\frac{r^2\partial_aP}{2l+1},
\label{eq:split}
\end{equation}
the bracket is harmonic and of degree $l+1$. The last term is $r^2$ times a harmonic polynomial of degree $l-1$. On the unit sphere the left side is $n_aY$, and the two terms on the right are harmonics of degrees $l+1$ and $l-1$. For $l=0$ the second term is absent. Harmonics of different degree are orthogonal, so $G^a_{ij}=0$ unless $l_i=l_j\pm1$.

\subsection{The angular part of the gradient}

The chain rule, with $\partial_ar=n_a$, splits the gradient of a partial wave:
\begin{equation}
\partial_a(RY)=\frac{dR}{dr}\,n_aY+\frac Rr\,(r\partial_aY).
\label{eq:chain}
\end{equation}
The function $r\partial_aY$ depends on direction alone, because $Y$ does not change along a ray and its gradient therefore scales as $1/r$. The first term in \eqref{eq:chain} already has the coefficients $G^a$. The second can be brought to the same coefficients.

Let $\Lambda=r^2\nabla^2$ act on functions of direction. Then $\Lambda Y=-l(l+1)Y$ and, as $n_a$ is itself of degree one, $\Lambda n_a=-2n_a$. The product rule for the Laplacian gives
\begin{equation}
\Lambda(n_aY)=-[2+l(l+1)]\,n_aY+2\,(r\nabla n_a)\cdot(r\nabla Y).
\label{eq:lam1}
\end{equation}
Since $r\partial_bn_a=\delta_{ab}-n_an_b$, the scalar product is
\begin{equation}
\sum_b(\delta_{ab}-n_an_b)\,r\partial_bY=r\partial_aY-n_a\,(\mathbf r\cdot\nabla Y)=r\partial_aY ,
\end{equation}
where the subtracted term is zero because $Y$ has no radial derivative.

Multiply \eqref{eq:lam1} by a harmonic $Y'$ of degree $l'$ and integrate over directions. The unit sphere has no edge, so $\Lambda$ may be moved onto $Y'$ without a boundary term, where it gives $-l'(l'+1)$. Let $G^a$ denote $\oint Y'n_aY\,d\Omega$. Then
\begin{equation}
-l'(l'+1)G^a=-[2+l(l+1)]G^a+2\oint Y'\,r\partial_aY\,d\Omega ,
\end{equation}
and so
\begin{equation}
\oint Y'\,r\partial_aY\,d\Omega=\tfrac12\left[l(l+1)+2-l'(l'+1)\right]G^a .
\label{eq:T}
\end{equation}
For $l'=l+1$ the bracket is $l^2+l+2-(l^2+3l+2)=-2l$. For $l'=l-1$ it is $l^2+l+2-(l^2-l)=2l+2$. The factors multiplying $G^a$ are thus $-l$ and $l+1$. For every other $l'$ the integral vanishes with $G^a$.

\subsection{The gradient formula}

Expand both angular functions in \eqref{eq:chain} in harmonics $Y_k$, with the coefficients just found. For a function $R\,Y_j$ of degree $l=l_j$,
\begin{align}
\partial_a(RY_j)={}&\sum_{k:\,l_k=l+1}G^a_{kj}Y_k\left(\frac{d}{dr}-\frac lr\right)R\nonumber\\
&+\sum_{k:\,l_k=l-1}G^a_{kj}Y_k\left(\frac{d}{dr}+\frac{l+1}{r}\right)R .
\label{eq:gradient}
\end{align}
The sums run over the components of the stated degree.

Two limiting cases fix the coefficients of $1/r$ relative to $d/dr$, whose own coefficient comes from the chain rule. For $R=r^l$ the first operator gives zero. The function is then a harmonic polynomial of degree $l$, whose derivative has degree $l-1$, so no part of degree $l+1$ can appear. For $R=r^{-l-1}$, the decaying solution of Laplace's equation, the second operator gives zero, and the gradient contains degree $l+1$ alone. A mistake in the sign of either $1/r$ term would violate one of these cases, except that the term $-l/r$ is absent for $l=0$. The overall sign of a whole term is not tested by them.

The coefficients also satisfy a sum rule that is useful in checking a table of them. For fixed $Y_j$ define $W_\pm=\sum_a\sum_k(G^a_{kj})^2$, with $k$ restricted to $l_k=l\pm1$. Since $\sum_an_a^2=1$ and $Y_j$ is normalized, $W_++W_-=1$. Since $\mathbf n\cdot r\nabla Y_j=0$, the integral of $\sum_a(n_aY_j)(r\partial_aY_j)$ is zero, which by \eqref{eq:T} means $-lW_++(l+1)W_-=0$. The solution is
\begin{equation}
W_+=\frac{l+1}{2l+1},\qquad W_-=\frac{l}{2l+1}.
\label{eq:sumrule}
\end{equation}
The square roots of these weights are the magnitudes of the coefficients when the gradient formula is written with normalized vector spherical harmonics. Here they are contained in $G^a$.

\subsection{The radial integrals}

Multiply \eqref{eq:gradient} by $R_iY_i$ and integrate over the sphere with volume element $r^2dr\,d\Omega$. Orthonormality selects $k=i$, and
\begin{equation}
\langle\phi_i|\partial_a|\phi_j\rangle=G^a_{ij}K_{ij},
\label{eq:reduced}
\end{equation}
where, for $l_i=l_j+1$,
\begin{equation}
K_{ij}=\int_0^{r_c}r^2R_i\left(\frac{d}{dr}-\frac{l_j}{r}\right)R_j\,dr,
\label{eq:Kup}
\end{equation}
and, for $l_i=l_j-1$,
\begin{equation}
K_{ij}=\int_0^{r_c}r^2R_i\left(\frac{d}{dr}+\frac{l_j+1}{r}\right)R_j\,dr .
\label{eq:Kdown}
\end{equation}
The element is zero for all other pairs. The degree in each operator belongs to the function on the right, on which the derivative acts. The smooth integrals $\tilde K_{ij}$ follow by replacing both radial functions. The radial integral is common to all components and all three axes, so it is computed once for each ordered pair of radial channels.

If the program stores $u=rR$, then $R'=u'/r-u/r^2$, and the operators become
\begin{align}
r\left(\frac{d}{dr}-\frac lr\right)\frac ur&=u'-\frac{l+1}{r}u,\\
r\left(\frac{d}{dr}+\frac{l+1}{r}\right)\frac ur&=u'+\frac lr\,u .
\end{align}
The integrand is $u_i$ times the relevant right side, without a further factor $r^2$. Using the operators for $R$ on the stored function $u$ would shift the coefficient of $1/r$ by one.

\subsection{Angular coefficients for s, p and d waves}

With the harmonics
\begin{align}
Y_s&=\frac{1}{\sqrt{4\pi}}, & Y_{p_a}&=\sqrt{\frac{3}{4\pi}}\,n_a,\\
Y_{xz}&=\sqrt{\frac{15}{4\pi}}\,n_xn_z, & Y_{z^2}&=\sqrt{\frac{5}{16\pi}}\,(3n_z^2-1),
\end{align}
and $Y_{x^2-y^2}=\sqrt{15/16\pi}\,(n_x^2-n_y^2)$, the coefficients can be read off from products. First, $n_zY_s=Y_{p_z}/\sqrt3$. Next, $n_xY_{p_z}=\sqrt{3/4\pi}\,n_xn_z=Y_{xz}/\sqrt5$. For the product $n_zY_{p_z}$ write $n_z^2=\frac13+\frac13(3n_z^2-1)$:
\begin{equation}
n_zY_{p_z}=\frac{1}{\sqrt3}Y_s+\frac{2}{\sqrt{15}}Y_{z^2},
\end{equation}
where the last factor is $\frac13\sqrt{3/4\pi}\big/\sqrt{5/16\pi}=\frac13\sqrt{12/5}$. For $n_xY_{p_x}$ use $n_x^2=\frac13-\frac16(3n_z^2-1)+\frac12(n_x^2-n_y^2)$, which follows from $n_x^2+n_y^2+n_z^2=1$:
\begin{equation}
n_xY_{p_x}=\frac{1}{\sqrt3}Y_s-\frac{1}{\sqrt{15}}Y_{z^2}+\frac{1}{\sqrt5}Y_{x^2-y^2}.
\end{equation}
The sum rule \eqref{eq:sumrule} holds for $p_z$: the $d$ weights are $\frac{4}{15}$ from the $z$ axis and $\frac15$ from each of $x$ and $y$, in total $\frac23$.

For higher degrees, \eqref{eq:G} can be integrated numerically without discretization error. The integrand is a polynomial in $\mathbf n$ of degree $l_i+l_j+1$. It is integrated exactly by more than $l_i+l_j+1$ equally spaced azimuths, combined with an $N$-point Gauss--Legendre rule in $\cos\theta$ for which $2N-1\ge l_i+l_j+1$. The table must use the same signs and ordering of harmonics as the projectors.

\section{Antisymmetry, its conditions and a worked case}

\subsection{Symbols and results carried over}

The partial waves $\phi_i=R_iY_i$ and their smooth partners $\tilde\phi_i=\tilde R_iY_i$ have real radial functions and real harmonics of degree $l_i$. Inside the sphere $r<r_c$ the gradient matrix is $\langle\phi_i|\partial_a|\phi_j\rangle=G^a_{ij}K_{ij}$. Here $G^a_{ij}=\oint Y_in_aY_j\,d\Omega$ is symmetric and vanishes unless $l_i=l_j\pm1$. The radial integral $K_{ij}$ contains $d/dr-l_j/r$ for $l_i=l_j+1$ and $d/dr+(l_j+1)/r$ for $l_i=l_j-1$, as in \eqref{eq:Kup} and \eqref{eq:Kdown}. A tilde marks the same quantity for smooth functions. The one-centre matrix is
\begin{equation}
D^a_{ij}=G^a_{ij}\left(K_{ij}-\tilde K_{ij}\right),
\label{eq:Dred}
\end{equation}
and it enters the full matrix element through the projections $c_i=\langle\tilde p_i|\tilde\psi\rangle$.

\subsection{The sum of the two orders}

Take a pair with $l_i=l_j+1$. For $K_{ij}$ the right-hand function has the lower degree, so \eqref{eq:Kup} applies. For $K_{ji}$ the roles are exchanged: the right-hand function is $R_i$, the left one has degree $l_j=l_i-1$, and \eqref{eq:Kdown} applies with $l_i+1$. The sum is
\begin{align}
K_{ij}+K_{ji}
&=\int_0^{r_c}r^2\left[R_iR_j'+R_jR_i'+\frac{l_i+1-l_j}{r}R_iR_j\right]dr\nonumber\\
&=\int_0^{r_c}\left[r^2(R_iR_j)'+2rR_iR_j\right]dr\nonumber\\
&=\int_0^{r_c}\frac{d}{dr}\left(r^2R_iR_j\right)dr
=r_c^2R_i(r_c)R_j(r_c).
\label{eq:surface}
\end{align}
The second line uses $l_i+1-l_j=2$. The lower limit gives nothing because $r^2R_iR_j\to0$ at the origin for regular functions. The result is symmetric in $i$ and $j$, so it also covers $l_i=l_j-1$.

Each gradient matrix taken alone therefore has a symmetric part fixed by the surface of the sphere. It is absent when one of the two functions vanishes at $r_c$, and otherwise the matrix is not antisymmetric. This is no defect of the momentum operator. A finite sphere cuts through the wave functions, and the integration by parts that makes $-i\hbar\partial_a$ Hermitian leaves a term at the cut.

The Cartesian gradients have been reduced to angular coefficients and radial integrals, and each gradient matrix taken alone has been shown to have a symmetric part fixed by the surface of the sphere. It remains to find when this part cancels in the difference matrix $D^a_{ij}$, and to follow the result in a worked case.
